# Thermal-Noise and Background-Limited Detectivity of a Photodiode at Zero Bias: verification in Python

```python
"""
Detectivity of a photodiode at zero bias: thermal noise against background noise.

Result under test (elementary charge = 1, temperatures are energies):
    D_th = R * sqrt(R0A / (4 T))          thermal-noise limit
    D_bg = R / sqrt(2 * eta * flux)       background-photon limit
    1/D^2 = 1/D_th^2 + 1/D_bg^2           both noises together
    R0A at which the two limits meet = 2 T / (eta * flux)
R: responsivity, R0A: zero-bias resistance times area, T: detector temperature,
eta: quantum efficiency, flux: background photons per area and time above cut-off.
Detectivity is sqrt(area * bandwidth) / (signal power that equals the rms noise).
Working units: eV, angstrom, second, elementary charge.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.stats import binom

# ---------- inputs of the model photodiode ----------
photon_energy = 0.28      # eV, signal
cutoff_energy = 0.25      # eV
responsivity = 2.5        # e/eV
r0a = 0.0016              # eV s A^2 / e^2
t_det = 0.010             # eV
t_bg = 0.025              # eV

# ---------- unit conversions ----------
charge_si = const.e
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
time_au = const.physical_constants["atomic unit of time"][0]
light_speed_au = 1.0 / const.alpha
to_cm_hz_w = 1e-8 / charge_si            # A s^(1/2)/eV -> cm Hz^(1/2)/W
to_ohm_cm2 = 1e-16 / charge_si           # eV s A^2/e^2 -> ohm cm^2


def background_flux(temperature_ev):
    """Hemispherical photon flux above cut-off, series in atomic units,
    returned in photons per square angstrom and second."""
    x = cutoff_energy / temperature_ev
    k = np.arange(1, 41)
    series = np.sum(np.exp(-k * x) * (x**2 / k + 2 * x / k**2 + 2 / k**3))
    t_au = temperature_ev / hartree_ev
    flux_au = t_au**3 * series / (4 * np.pi**2 * light_speed_au**2)
    return flux_au / (bohr_angstrom**2 * time_au)


# ---------- derived formulas ----------
eta = responsivity * photon_energy
flux = background_flux(t_bg)
flux_own = background_flux(t_det)
d_th = responsivity * np.sqrt(r0a / (4 * t_det))
d_bg = responsivity / np.sqrt(2 * eta * flux)
d_total = 1 / np.sqrt(1 / d_th**2 + 1 / d_bg**2)
r0a_equal = 2 * t_det / (eta * flux)
saturation_density = t_det / r0a         # e per A^2 and s
noise_thermal = 4 * t_det / r0a          # e^2 per A^2 and s
noise_background = 2 * eta * flux
assert 0 < eta <= 1
# thermal generation must exceed absorption of radiation at detector temperature
assert saturation_density > eta * flux_own

# ---------- test: thermal noise voltage against equipartition ----------
area = 1e12                              # A^2
resistance = r0a / area                  # eV s / e^2
capacitance = 1e6                        # e^2 / eV
rc = resistance * capacitance
noise_integral = quad(
    lambda g: 4 * t_det * resistance / rc / (1 + (2 * np.pi * g)**2),
    0, np.inf)[0]                        # g = frequency * RC
voltage = np.linspace(-2e-3, 2e-3, 4001)
weight = np.exp(-capacitance * voltage**2 / (2 * t_det))
boltzmann_mean = np.sum(weight * voltage**2) / np.sum(weight)
assert abs(noise_integral / boltzmann_mean - 1) < 1e-6

# ---------- test: slope of the ideal diode law at zero bias ----------
i0 = saturation_density * area           # e/s


def diode_current(v):
    return i0 * np.expm1(v / t_det)


step = 1e-5
slope = (diode_current(step) - diode_current(-step)) / (2 * step)
assert abs(slope * resistance - 1) < 1e-5

# ---------- test: detectivity from random charge counts ----------
rng = np.random.default_rng(12345)
n_bins = 2**20
dt = 1e-9                                # s


def simulated_detectivity(photon_rate):
    """Count charges crossing both ways, Fourier analyse the current and
    form the detectivity from its definition in a finite band."""
    counts = (rng.poisson(i0 * dt, n_bins) - rng.poisson(i0 * dt, n_bins)
              + rng.poisson(photon_rate * dt, n_bins))
    spectrum = np.fft.rfft(counts / dt)
    band = slice(1, n_bins // 4 + 1)
    mean_square = np.sum(2 * np.abs(spectrum[band])**2) / n_bins**2
    bandwidth = (n_bins // 4) / (n_bins * dt)
    minimum_power = np.sqrt(mean_square) / responsivity
    return np.sqrt(area * bandwidth) / minimum_power


d_sim_dark = simulated_detectivity(0.0)
d_sim_lit = simulated_detectivity(eta * flux * area)
# statistical error is about 0.1 percent; background shifts D by over 2 percent
assert abs(d_sim_dark / d_th - 1) < 0.005
assert abs(d_sim_lit / d_total - 1) < 0.005
assert abs(d_total / d_th - 1) > 0.015

# ---------- test: photon flux by SI quadrature over wavelength ----------
wavelength_cut = const.h * const.c / (cutoff_energy * charge_si)


def exitance(u):
    lam = u * wavelength_cut
    x = const.h * const.c / (lam * t_bg * charge_si)
    return 2 * np.pi * const.c / lam**4 / np.expm1(x) * wavelength_cut


flux_si = quad(exitance, 0.02, 1.0, epsabs=0, epsrel=1e-10, limit=200)[0]
assert abs(flux_si * 1e-20 / flux - 1) < 1e-6

# ---------- test: thermal detectivity in SI from a definite device ----------
area_si, bandwidth_si = 1e-8, 100.0      # m^2, Hz
r0_si = r0a * to_ohm_cm2 * 1e-4 / area_si
rms_si = np.sqrt(4 * t_det * charge_si / r0_si * bandwidth_si)
power_si = brentq(lambda p: responsivity * p / rms_si - 1, 0, 1e-3,
                  xtol=1e-24, rtol=1e-12)
d_si = np.sqrt(area_si * 1e4 * bandwidth_si) / power_si
assert abs(d_si / (d_th * to_cm_hz_w) - 1) < 1e-8

# ---------- test: count variance of thinned thermal light in one mode ----------
occupation = 0.5
numbers = np.arange(0, 81)
p_photons = occupation**numbers / (1 + occupation)**(numbers + 1)
p_counts = np.array([np.sum(p_photons * binom.pmf(m, numbers, eta))
                     for m in numbers])
mean_count = np.sum(numbers * p_counts)
variance = np.sum(numbers**2 * p_counts) - mean_count**2
assert abs(variance - eta * occupation * (1 + eta * occupation)) < 1e-10
bunching_bound = eta / np.expm1(cutoff_energy / t_bg)
assert bunching_bound < 1e-3
assert flux_own / flux < 1e-3

# ---------- test: resistance-area product where the limits meet ----------
root = brentq(lambda y: responsivity * np.sqrt(y / (4 * t_det)) - d_bg,
              1e-6, 10.0, xtol=1e-14)
assert abs(root / r0a_equal - 1) < 1e-8

# ---------- printed numbers ----------
d_unit = "A s^(1/2)/eV"
r_unit = "eV s A^2/e^2"
print("Unit note: A = angstrom, e = elementary charge")
print(f"signal photon energy        {photon_energy:.2f} eV")
print(f"cut-off energy              {cutoff_energy:.2f} eV")
print(f"responsivity                {responsivity:.2f} e/eV")
print(f"R0A                         {r0a:.4f} {r_unit}")
print(f"detector temperature        {t_det:.3f} eV")
print(f"background temperature      {t_bg:.3f} eV")
print(f"quantum efficiency          {eta:.3f}")
print(f"cut-off / background temp.  {cutoff_energy / t_bg:.2f}")
print(f"saturation current density  {saturation_density:.3f} e/(A^2 s)")
print(f"background photon flux      {flux:.4f} 1/(A^2 s)")
print(f"background photocurrent     {eta * flux:.4f} e/(A^2 s)")
print(f"thermal noise density/area  {noise_thermal:.3f} e^2/(A^2 s)")
print(f"backgr. noise density/area  {noise_background:.4f} e^2/(A^2 s)")
print(f"backgr./thermal noise power {noise_background / noise_thermal:.4f}")
print(f"D thermal                   {d_th:.4f} {d_unit}")
print(f"D background                {d_bg:.4f} {d_unit}")
print(f"D combined                  {d_total:.4f} {d_unit}")
print(f"D thermal / D background    {d_th / d_bg:.4f}")
print(f"D combined / D thermal      {d_total / d_th:.4f}")
print(f"D thermal, converted        {d_th * to_cm_hz_w:.3e} cm Hz^(1/2)/W")
print(f"D background, converted     {d_bg * to_cm_hz_w:.3e} cm Hz^(1/2)/W")
print(f"D combined, converted       {d_total * to_cm_hz_w:.3e} cm Hz^(1/2)/W")
print(f"R0A for equal limits        {r0a_equal:.5f} {r_unit}")
print(f"R0A for equal, converted    {r0a_equal * to_ohm_cm2:.2f} ohm cm^2")
print(f"R0A equal / R0A given       {r0a_equal / r0a:.2f}")
print(f"D simulated, dark           {d_sim_dark:.4f} {d_unit}")
print(f"D simulated, background on  {d_sim_lit:.4f} {d_unit}")
print(f"flux at detector temp./flux {flux_own / flux:.2e}")
print(f"bunching correction bound   {bunching_bound:.2e}")
print(f"1 {d_unit} = {to_cm_hz_w:.4e} cm Hz^(1/2)/W")
print(f"1 {r_unit} = {to_ohm_cm2:.2f} ohm cm^2")
print("PASS")
```

Running it gives:

```
Unit note: A = angstrom, e = elementary charge
signal photon energy        0.28 eV
cut-off energy              0.25 eV
responsivity                2.50 e/eV
R0A                         0.0016 eV s A^2/e^2
detector temperature        0.010 eV
background temperature      0.025 eV
quantum efficiency          0.700
cut-off / background temp.  10.00
saturation current density  6.250 e/(A^2 s)
background photon flux      0.8554 1/(A^2 s)
background photocurrent     0.5987 e/(A^2 s)
thermal noise density/area  25.000 e^2/(A^2 s)
backgr. noise density/area  1.1975 e^2/(A^2 s)
backgr./thermal noise power 0.0479
D thermal                   0.5000 A s^(1/2)/eV
D background                2.2846 A s^(1/2)/eV
D combined                  0.4884 A s^(1/2)/eV
D thermal / D background    0.2189
D combined / D thermal      0.9769
D thermal, converted        3.121e+10 cm Hz^(1/2)/W
D background, converted     1.426e+11 cm Hz^(1/2)/W
D combined, converted       3.049e+10 cm Hz^(1/2)/W
R0A for equal limits        0.03340 eV s A^2/e^2
R0A for equal, converted    20.85 ohm cm^2
R0A equal / R0A given       20.88
D simulated, dark           0.4996 A s^(1/2)/eV
D simulated, background on  0.4887 A s^(1/2)/eV
flux at detector temp./flux 1.09e-07
bunching correction bound   3.18e-05
1 A s^(1/2)/eV = 6.2415e+10 cm Hz^(1/2)/W
1 eV s A^2/e^2 = 624.15 ohm cm^2
PASS
```
